\section*{Band-filling correction for a shallow donor in a 64-atom cell}

\section*{Question}

I am computing the formation energy of a neutral shallow donor in a 64-atom cubic supercell, with a $4\times4\times4$ Monkhorst--Pack mesh for that supercell. The donor electron does not form a state in the gap. It goes into the host conduction band, which has one minimum, at $\Gamma$, and which I take as parabolic with mass $m=0.2\,m_0$. The eight-atom cubic cell has side $a=5.5$ Å, so the supercell has side $L=2a=11$ Å. The calculation is spin-unpolarized, with one Fermi level for all $\mathbf k$ points.

I know that I need a band-filling correction, but I get conflicting numbers. Averaging $\hbar^2k^2/2m$ over the 64 mesh points, with one electron at each, gives 1.46 eV. Treating the electron as a free-electron gas of density $1/L^3$ gives 0.90 eV. With the $\Gamma$ point alone I get zero. Which is right for my calculation, what is its sign, and does it depend on where I put the conduction-band edge?

\section*{Answer}

\subsection*{What the correction removes}

In the dilute limit there is one donor in a very large crystal. Apart from its small hydrogenic binding energy, which I leave out, the electron then sits at the conduction-band edge $e_C$. Your periodic cell describes something else: one donor in every volume $L^3$, here $7.5\times10^{20}$ electrons per cm$^3$. These electrons obey the Pauli principle, so they fill the band up to a Fermi level well above $e_C$. The extra band energy belongs to the artificial concentration and has to be subtracted.

Let $w_{\mathbf k}$ be the mesh weights, with $\sum_{\mathbf k}w_{\mathbf k}=1$, and let $f_{n\mathbf k}$ be the occupation of a spatial orbital, between 0 and 2. Changing the occupations by $\delta f_{n\mathbf k}$ changes the total energy per cell, to first order, by
\begin{equation}
\delta E=\sum_{n\mathbf k}w_{\mathbf k}\,e_{n\mathbf k}\,\delta f_{n\mathbf k}.
\end{equation}
Taking the donor electron out of its band states contributes $-\sum w_{\mathbf k}f_{n\mathbf k}e_{n\mathbf k}$. Putting it back at the edge contributes $+e_C\sum w_{\mathbf k}f_{n\mathbf k}$. The correction to be \emph{added} to the energy of the neutral cell is therefore
\begin{equation}
\Delta E=-\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\,(e_{n\mathbf k}-e_C),
\label{eq:def}
\end{equation}
where the sum runs over the conduction states. On your mesh the occupied states lie above $e_C$, so $\Delta E$ is negative. The change of the Hartree and exchange-correlation energies beyond first order is neglected.

The ionized donor has no electron in the conduction band and receives no such correction. This matters for the transition level $\varepsilon(+/0)$, the Fermi energy at which the two charge states cost the same. It equals $E(D^0)-E(D^+)$, so omitting the correction leaves it higher by $|\Delta E|$ than including it. The charged cell also needs a correction for the interaction between its periodic images. The neutral cell is not free of this error either. Its electron is spread over the whole cell, so the cell is an ion in a nearly uniform negative charge, with the Madelung energy $-2.837\,e^2/(2\epsilon L)$, where $e^2=14.40$ eV Å and $\epsilon$ is the dielectric constant. For $\epsilon=10$ and $L=11$ Å this is $-0.19$ eV. Equation~\eqref{eq:def}, with the alignment described below, removes only part of it. In a Hartree model with a point ion about $-0.085$ eV remains, against a hydrogenic binding energy of $0.027$ eV.

\subsection*{How many orbitals are filled}

One electron per cell means
\begin{equation}
\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}=1,\qquad w_{\mathbf k}=\frac1{64}
\quad\Longrightarrow\quad \sum_{n\mathbf k}f_{n\mathbf k}=64 .
\end{equation}
I count all 64 points, without reducing them by symmetry. With paired spins each orbital takes two electrons, so the lowest 32 orbitals of the whole mesh are filled. This is where your first estimate goes wrong: a common Fermi level does not put one electron at each $\mathbf k$ point. It puts two at the low-energy points and none at the others.

\subsection*{The levels on your mesh}

In the supercell the parabolic band is folded. With $\mathbf q$ the fractional coordinates of a mesh point and $\mathbf G$ a vector of integers,
\begin{equation}
e-e_C=\frac{\hbar^2}{2m}\left(\frac{2\pi}{L}\right)^2|\mathbf q+\mathbf G|^2 .
\end{equation}
The even Monkhorst--Pack mesh has $q_i\in\{-\tfrac38,-\tfrac18,\tfrac18,\tfrac38\}$ and does not contain $\Gamma$. Define $\mathbf n=4(\mathbf q+\mathbf G)$. Then
\begin{equation}
e-e_C=u\,|\mathbf n|^2,\qquad
u=\frac{\hbar^2}{2m}\left(\frac{2\pi}{4L}\right)^2=\frac{\pi^2\hbar^2}{8mL^2},
\label{eq:u}
\end{equation}
and each component $n_i$ is one of $\pm\tfrac12,\pm\tfrac32,\pm\tfrac52,\dots$ Every such vector $\mathbf n$ is one orbital. The lowest shells are:
\begin{itemize}
\item $(\pm\tfrac12,\pm\tfrac12,\pm\tfrac12)$: $|\mathbf n|^2=\tfrac34$, with $2^3=8$ orbitals;
\item $(\pm\tfrac32,\pm\tfrac12,\pm\tfrac12)$ and permutations: $|\mathbf n|^2=\tfrac94+\tfrac14+\tfrac14=\tfrac{11}4$, with $3\times8=24$ orbitals;
\item $(\pm\tfrac32,\pm\tfrac32,\pm\tfrac12)$ and permutations: $|\mathbf n|^2=\tfrac{19}4$, with 24 orbitals.
\end{itemize}
The first two shells hold $8+24=32$ orbitals, which is the number required. Without smearing they are full and the third is empty, so no shell is partly filled. Smearing moves electrons into the third shell: a Fermi--Dirac width of $0.1$ eV raises the mean energy derived below from $0.874$ to $0.886$ eV, and $0.2$ eV raises it to $0.95$ eV.

\subsection*{The result}

Each filled orbital has $f=2$ and $w=1/64$, hence weight $1/32$ in Eq.~\eqref{eq:def}:
\begin{align}
\Delta E&=-\frac{u}{32}\left(8\cdot\frac34+24\cdot\frac{11}4\right)
=-\frac{6+66}{32}\,u=-\frac94\,u\\
&=-\frac94\cdot\frac{\pi^2\hbar^2}{8mL^2}
=-\frac{9\pi^2\hbar^2}{32\,mL^2}.
\label{eq:result}
\end{align}

For the numbers, $\hbar^2/2m=19.05$ eV Å$^2$ at $m=0.2\,m_0$, so
\begin{equation}
u=19.05\left(\frac{2\pi}{44}\right)^2\text{ eV}=0.3885\text{ eV}.
\end{equation}
The two filled shells lie at $0.291$ and $1.068$ eV above the edge, and the next one at $1.845$ eV. Their weighted mean gives
\begin{equation}
\Delta E=-\frac{8(0.2913)+24(1.0683)}{32}\text{ eV}=-0.874\text{ eV}=-874\text{ meV}.
\end{equation}
A finite-difference solution of the Schrödinger equation in the cell, with Bloch boundary conditions, gives the same mean energy (see the numerical output). That confirms the folded levels and the number of orbitals in each shell. It does not test whether your host band is parabolic.

\subsection*{Why your other numbers differ}

\paragraph{One electron at each point.} On your mesh $n_i^2$ is $\tfrac14$ or $\tfrac94$ with equal frequency, so its mean is $\tfrac54$. Three directions give $\tfrac{15}4u=1.457$ eV, which is your first number. It describes an occupation that your calculation does not have.

\paragraph{The electron gas.} This is the limit of a dense mesh. Two spins in a Fermi sphere give
\begin{equation}
\frac1{L^3}=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}
\quad\Longrightarrow\quad k_F=\frac{(3\pi^2)^{1/3}}{L},
\end{equation}
so $E_F=\hbar^2k_F^2/2m=1.507$ eV above the edge. The mean energy in the sphere is
\begin{equation}
\frac{\int_0^{k_F}(\hbar^2k^2/2m)\,k^2\,dk}{\int_0^{k_F}k^2\,dk}
=\frac{\hbar^2}{2m}\,\frac{k_F^5/5}{k_F^3/3}=\frac35E_F=0.904\text{ eV}.
\end{equation}
A $20\times20\times20$ mesh gives $0.904$ eV as well. Your mesh lies 3\% below this limit. The electron gas is thus a good estimate here, but the value to subtract is the one that belongs to your own mesh, $0.874$ eV for the unperturbed parabolic band.

\paragraph{The $\Gamma$ point alone.} The electron then sits at $\mathbf k=0$. In the unperturbed parabolic band this is the band edge, and Eq.~\eqref{eq:def} gives zero: there is no band filling to remove. In the real donor cell the attraction of the donor can pull this level below the aligned edge, and Eq.~\eqref{eq:def} then gives a positive value. The zero says nothing about the other errors of the cell, such as the sampling error of the valence electrons or the elastic interaction between donor images.

\subsection*{If the mesh or the spin treatment is different}

A $\Gamma$-centred $4\times4\times4$ mesh has $q_i\in\{-\tfrac14,0,\tfrac14,\tfrac12\}$, so the $n_i$ are integers. The shells $|\mathbf n|^2=0,1,2,3$ hold $1,6,12,8$ orbitals, together 27. The remaining five come from the six orbitals with $|\mathbf n|^2=4$:
\begin{equation}
\Delta E=-\frac{0+6\cdot1+12\cdot2+8\cdot3+5\cdot4}{32}\,u=-\frac{74}{32}\,u=-0.898\text{ eV}.
\end{equation}
The last shell is now partly filled. In the unperturbed parabolic band its orbitals are degenerate, so the energy does not depend on how the electrons are shared among them. The pair $(2,0,0)$ and $(-2,0,0)$ belongs to the same mesh point, because the two differ by a reciprocal vector of the supercell. The donor potential can split this pair. The sum must include the second conduction band at that point wherever it is occupied.

If the calculation converges to a fully spin-polarized electron, 64 orbitals of one spin are filled. On your mesh these are the three shells above, with 56 orbitals, and eight more from the next shell at $|\mathbf n|^2=\tfrac{27}4$:
\begin{equation}
\Delta E=-\frac{6+66+24\cdot\frac{19}4+8\cdot\frac{27}4}{64}\,u
=-\frac{6+66+114+54}{64}\,u=-\frac{15}4\,u=-1.457\text{ eV}.
\end{equation}
This equals the value for one electron at each point, and the shells show why. The eight points $(\pm\tfrac32,\pm\tfrac32,\pm\tfrac32)$ also have $|\mathbf n|^2=\tfrac{27}4$, so filling the lowest band at all 64 points is one of the lowest-energy choices. On the $\Gamma$-centred mesh the two differ: a common Fermi level again gives $1.457$ eV, whereas one electron at each point of the lowest band gives $1.748$ eV. Inspect the occupations in your output before choosing a formula.

\subsection*{Where to put the band edge}

The edge $e_C$ comes from a calculation of the pure host, while the $e_{n\mathbf k}$ come from the donor cell. The two have to share a common zero of energy. Suppose the donor adds a weak potential $V(\mathbf r)$. For plane-wave-like states, first-order perturbation theory shifts every nondegenerate level by the same amount,
\begin{equation}
\langle\mathbf k|V|\mathbf k\rangle=\frac1{L^3}\int_{\text{cell}}V(\mathbf r)\,d^3r=\overline V .
\end{equation}
If $V$ is confined to the surroundings of the donor, this shift is part of the attraction between donor and electron, and it vanishes as $1/L^3$ in the dilute limit. The electron then sits at the edge of the undisturbed host. The edge $e_C$ must therefore follow the potential far from the donor, not the cell average. The distinction matters when a program sets the average potential to zero in every cell. The far potential in the donor cell then lies at $-\overline V$ relative to the host, and $e_C$ has to be shifted by $-\overline V$. In practice one compares the potential of the two calculations far from the donor, for instance at the atomic cores there.

A small lattice model illustrates the alignment. It has one orbital per primitive cell of an fcc lattice, hence 32 sites in the supercell, and the same edge mass. Its donor potential acts on a single site, and such a potential binds a state in this band only if it is deeper than about $5.6$ eV, so the shifts below are not estimates for a real shallow donor. The long-range Coulomb attraction of such a donor gives a larger shift, which falls roughly as $1/L$. For a point charge screened by $\epsilon=10$, the potential at the far corner of the 11 Å cell lies $0.10$ eV above the cell average, and the parabolic correction changes from $-0.87$ to $-0.77$ eV. A donor potential of $-1.0$ eV on one site gives $\overline V=-1.0/32$ eV $=-31.25$ meV. The other 31 sites keep the host potential and the zero of energy is the same, so the edge stays where it was. Shifting it by $\overline V$ would make the correction too strong by 31 meV.

The mean occupied level falls by $\overline V$ and by a further $5.9$ meV. This remainder is negative because each occupied level is the lowest at its $\mathbf k$ point, and second-order coupling to higher levels pushes it down. Doubling a weak potential from $-0.1$ to $-0.2$ eV multiplies the remainder by $4.06$, close to the factor 4 of a second-order term.

The whole lowering, 37 meV, is a trace of the attraction between donor and electron. For independent electrons, Eq.~\eqref{eq:def} replaces the whole mean energy by the aligned $e_C$, so it removes the lowering together with the kinetic energy. The corrected energy must not be used to read off a donor binding energy.

\subsection*{How far to trust the parabola}

The upper filled shell lies about 1 eV above the edge, where many real bands are no longer parabolic. The lattice model gives an example. Its hopping energy is $t=(\hbar^2/2m)/a^2=0.630$ eV, and its band is
\begin{equation}
e-e_C=t\sum_{\mathbf d}\left[1-\cos(\mathbf k\cdot\mathbf d)\right],
\end{equation}
with twelve neighbour vectors of length $d=a/\sqrt2$. For small $k$,
\begin{equation}
e-e_C\simeq\frac t2\sum_{\mathbf d}(\mathbf k\cdot\mathbf d)^2
=\frac t2\cdot12\cdot\frac{k^2d^2}{3}=t\,a^2k^2=\frac{\hbar^2k^2}{2m},
\end{equation}
where cubic symmetry replaces the mean of $(\mathbf k\cdot\mathbf d)^2$ by $k^2d^2/3$. Since $1-\cos x\le x^2/2$, this band lies on or below the parabola everywhere. The correction becomes $-0.841$ eV, smaller in magnitude by 4\% of the parabolic value. That figure belongs to this model band and is not an error estimate for your material. A band bent by coupling to the valence band can deviate far more: the Kane form $\mathcal E(1+\alpha\mathcal E)=\hbar^2k^2/2m$, with $\mathcal E=e-e_C$ and $\alpha=0.5$ eV$^{-1}$, gives $-0.643$ eV, smaller in magnitude by 26\%. For a production value, insert your computed eigenvalues and occupations in Eq.~\eqref{eq:def}, and use Eq.~\eqref{eq:result} to check the sign and the size.

The assumptions can also fail in other ways:
\begin{itemize}
\item If the donor is deep, its electron occupies a localized state in the gap. That state is not a host conduction state, and Eq.~\eqref{eq:result} does not apply.
\item If the host has $g$ equivalent valleys, the electrons spread over them. In the dense-mesh limit each valley holds the density $1/(gL^3)$, so $k_F^2$, and with it the correction, falls by the factor $g^{-2/3}$ for isotropic valleys of the same mass.
\item If the functional gives a wrong gap, the position of $e_C$ relative to the valence band is wrong as well. Band filling does not repair that.
\end{itemize}

\subsection*{Larger cells}

At a fixed mesh Eq.~\eqref{eq:result} falls as $L^{-2}$, or as the number of atoms to the power $-2/3$. For 216 atoms $L$ grows by $3/2$, and for 512 atoms by 2:
\begin{equation}
-0.874\left(\frac23\right)^2\text{ eV}=-0.388\text{ eV},\qquad
-\frac{0.8740}{4}\text{ eV}\simeq-0.219\text{ eV}.
\end{equation}
In the unperturbed parabolic band and on this mesh, even 512 atoms leave a band-filling energy of about 0.2 eV, so enlarging the cell at a fixed mesh is a slow and costly cure.

If you make the mesh coarser as the cell grows, the prefactor changes too. An even $2\times2\times2$ mesh has $q_i=\pm\tfrac14$, and all eight points have the same lowest energy, $3\cdot\tfrac1{16}=\tfrac3{16}$ in units of $(\hbar^2/2m)(2\pi/L)^2$. In the same units your mesh gives $\tfrac94\cdot\tfrac1{16}=\tfrac9{64}$. The coarser mesh therefore needs a correction larger by the factor $\tfrac43$ at equal $L$. When you compare cells, evaluate Eq.~\eqref{eq:def} separately for each cell and mesh, and compare the corrected energies.

For the calculation you describe, the unperturbed parabolic band gives a correction of $-0.87$ eV, to be added to the energy of the neutral donor cell. The ionized cell gets nothing for band filling. The donor potential can change the value for the neutral cell by about $0.1$ eV, and nonparabolicity by more, so take the final number from Eq.~\eqref{eq:def} with your own eigenvalues and the aligned band edge. Part of the electrostatic image energy of the neutral cell remains after this correction.

\section*{Computed results}
\begin{verbatim}
effective mass: 0.2 m0
side of eight-atom cubic cell: 5.5 angstrom
side of 64-atom cell: 11.0 angstrom
electron density: 7.513e+20 cm^-3
hbar^2/2m: 19.0499 eV angstrom^2
energy unit u = (hbar^2/2m)(2 pi/4L)^2: 0.38846 eV
shell 1: 0.2913 eV, 8 orbitals
shell 2: 1.0683 eV, 24 orbitals
shell 3: 1.8452 eV, 24 orbitals
mean energy, finite differences: 0.8740 eV
mean energy, closed form: 0.8740 eV
BAND-FILLING CORRECTION: -0.874 eV = -874 meV
correction, Gamma-centred 4x4x4: -0.898 eV
correction, spin-polarized, Monkhorst-Pack: -1.457 eV
correction, spin-polarized, Gamma-centred: -1.457 eV
mean, one electron at each k, Monkhorst-Pack: 1.457 eV
mean, one electron at each k, Gamma-centred: 1.748 eV
mean energy, Gamma point alone: 0.000 eV
Fermi energy of paired electron gas: 1.5068 eV
3/5 of Fermi energy: 0.9041 eV
mean energy, 20x20x20 mesh: 0.9042 eV
correction, 216 atoms, same mesh: -0.3885 eV
correction, 512 atoms, same mesh: -0.2185 eV
lattice-band hopping: 0.6297 eV
lattice-band edge mass: 0.2000 m0
correction, lattice band: -0.8410 eV
lattice / parabolic correction: 0.9622
donor site potential: -1.0 eV
number of lattice sites in supercell: 32
first-order alignment shift: -31.25 meV
remainder after alignment: -5.93 meV
remainder ratio, -0.2 eV to -0.1 eV: 4.064
\end{verbatim}
